Phonon damping by carriers: Ziman's rate and the 2k_F cutoff

Q: You say that the carriers in a doped semiconductor limit the life of a phonon, and that their effect stops at a certain wavevector. What is the model? I don't want a cutoff that was put in by hand.

A: None is put in. Take a longitudinal acoustic phonon with wavevector q and frequency ω = vq, where v is the sound speed. The carriers fill g equal valleys, each with energy E_k = ħ²k²/2m and two spin states. A local change of volume shifts the band edge, so the coupling energy is

H′ = D ∇·u

where u is the lattice displacement and D the deformation energy. For now D is the same in all valleys and is the coupling the carriers really feel, screening included. The carriers stay in equilibrium at temperature T and chemical potential μ, so they are not dragged along by the phonons. Collisions stay within a valley.

Q: How large is the displacement of one phonon?

A: In a crystal of volume V and mass density ρ, one mode contributes

u = (q/|q|) √(ħ/2ρVω) [a e^{iq·r} + a† e^{−iq·r}].

The root follows from the energy. With N phonons, ⟨u²⟩ = (ħ/2ρVω)(2N+1). Kinetic and potential energy are equal on average, so the total is ρVω²⟨u²⟩ = ħω(N+½), as it must be. The divergence brings down a factor of size q. The squared matrix element, without its occupation factor, is therefore

|M|² = D²q² ħ/(2ρVω) = D²ħq/(2ρVv).

Absorption carries the extra factor N, emission N+1.

Q: Emission and absorption both happen. Why should there be a single decay rate, and not some nonlinear law in N?

A: Write f for the occupation of k and f′ for that of k+q. Emission takes a carrier from k+q to k, absorption takes it back. The golden rule gives

dN/dt = (2π/ħ)|M|² 2g Σ_k {(N+1)f′(1−f) − N f(1−f′)} δ(E_{k+q}−E_k−ħω).

In the bracket the products ff′ multiplied by N cancel:

{…} = f′(1−f) − N(f−f′).

For a Fermi function, (1−f)/f = e^{(E−μ)/kT}. On the energy shell this means

f(1−f′) = e^{ħω/kT} f′(1−f).

Subtract f′(1−f) from both sides. The left becomes f−f′, so

f−f′ = f′(1−f)(e^{ħω/kT}−1) = f′(1−f)/N₀,

where N₀ is the Bose occupation. Hence f′(1−f) = N₀(f−f′), the bracket equals −(N−N₀)(f−f′), and

dN/dt = −(N−N₀)/τ,

1/τ = (2π/ħ)|M|² 2g Σ_k (f−f′) δ(E_{k+q}−E_k−ħω).

The decay is exponential for any N, because the carriers are held in equilibrium. If phonons heated or dragged them, f would depend on N and this would fail.

Q: Now the sum. Which carriers take part?

A: Split k into k∥ along q and k⊥ across it. The energy condition is

ħ²(2k∥q+q²)/2m = ħvq, so k∥ = k_s − q/2, with k_s = mv/ħ.

Here k_s is the wavevector of a carrier that moves at the speed of sound. The condition fixes k∥ and leaves k⊥ free: the carriers that take part lie on a plane in k space. The least energy on that plane belongs to k⊥ = 0,

E₋ = ħ²(q/2−k_s)²/2m = (ħq/2−mv)²/2m.

The argument of the delta function changes with k∥ at the rate ħ²q/m, so integrating over k∥ gives m/(ħ²q). Across q, d²k⊥ = π d(k⊥²) = (2πm/ħ²) dE. With Σ_k → V/(8π³)∫d³k,

1/τ = (2π/ħ) · D²ħq/(2ρVv) · 2g · V/(8π³) · m/(ħ²q) · (2πm/ħ²) · J,

J = ∫_{E₋}^∞ [f(E) − f(E+ħω)] dE.

V and q cancel. The pure numbers give 2π·½·2·2π/(8π³) = 1/(2π), so

1/τ = g D²m² J/(2πρvħ⁴).

Q: The q of the coupling has cancelled against the 1/q of the energy shell. Then where does any dependence on frequency come from?

A: From J. The integral of f from E₋ upward is kT ln[1+e^{(μ−E₋)/kT}]. The second term is the same integral started at E₋+ħω. So

J = kT ln{[1+e^{(μ−E₋)/kT}] / [1+e^{(μ−E₋−ħω)/kT}]}.

With J = ħωΦ this is Ziman's rate:

1/τ = A ω Φ, A = g D²m²/(2πρvħ³),

Φ = (kT/ħω) ln{[1+e^{(μ−E₋)/kT}] / [1+e^{(μ−E₋−ħω)/kT}]}.

The meaning of Φ is plain once the two integrals are subtracted, for then J is the integral of f from E₋ to E₋+ħω. Φ is the mean occupation over an energy range as wide as the phonon energy.

Q: Then your linear law needs Φ = 1. When is that true?

A: At T = 0 with μ = ħ²k_F²/2m, it is true when the whole range lies below μ. Its upper end is

E₋+ħω = (ħq/2−mv)²/2m + ħqv = (ħq/2+mv)²/2m.

So the condition is q/2+k_s < k_F. Take k_s < k_F, carriers at the Fermi surface faster than sound. Then there are three ranges:

q < 2k_F−2k_s: Φ = 1 and 1/τ = Aω.

2k_F−2k_s < q < 2k_F+2k_s: Φ = (μ−E₋)/ħω = [k_F²−(q/2−k_s)²]/(2k_s q).

q > 2k_F+2k_s: Φ = 0.

In the middle line I used ħω = ħ²k_s q/m and divided above and below by ħ²/2m. The first range is the linear law: a phonon of energy ħω can lift only carriers within ħω of the Fermi energy, and their number on the plane grows as ω.

Q: So the cutoff isn't at 2k_F after all?

A: Not as a jump. At q = 2k_F the middle line gives

Φ = (2k_Fk_s−k_s²)/(4k_sk_F) = ½ − k_s/(4k_F),

a little under one half. Φ falls continuously over a width 4k_s, which is small beside 2k_F when v is far below the Fermi velocity. The geometry is simple if the phonon energy is neglected: q must then join two points of the Fermi sphere, and no chord is longer than the diameter.

If instead k_s > k_F, all carriers at T = 0 are slower than sound. Then E₋ > μ for q < 2(k_s−k_F), and long waves are not damped at all. The linear law at long waves thus needs k_s < k_F.

Q: What does temperature do? I suspect it only rounds the corners.

A: It also moves the cutoff. The centre of the energy range is

E₀ = E₋+ħω/2 = ħ²q²/8m + mv²/2,

since the cross term −ħqv/2 in E₋ is cancelled. The Fermi function obeys f(μ+x)+f(μ−x) = 1, so its mean over a range centred on μ is one half. Hence Φ = ½ where E₀ = μ(T), that is at

q_half = 2√(2mμ/ħ² − k_s²).

At fixed carrier density μ falls on warming, and q_half falls with it.

The opposite limit is a dilute, warm gas, with e^{μ/kT} ≪ 1. If also ħω ≪ kT, the mean of f is nearly its value at the centre:

Φ ≈ e^{(μ−mv²/2)/kT} e^{−ħ²q²/8mkT}.

The rate still starts linearly in ω, but a Gaussian set by the thermal momentum takes the place of the cutoff at 2k_F.

Q: I am uneasy about the factor in A. Can you get it without phonons?

A: Yes, from a classical sound wave. It gives the carriers a potential energy φ₀cos(qx−ωt). Let collisions restore equilibrium at a small rate γ, and let w be the carrier velocity along x. The linear Boltzmann equation for the change δf, in complex form, is

(γ + iqw − iω) δf = iqwφ₀ ∂f/∂E.

The force is −iqφ₀. Force times velocity, averaged over a period, gives the power per volume

P = ½φ₀² Σ (−∂f/∂E) q²w² γ/[γ²+(qw−ω)²],

the sum running over states per volume. As γ → 0 the last factor becomes πδ(qw−ω), and qw may be replaced by ω. For a cold gas −∂f/∂E selects the Fermi surface, with density of states G = g m k_F/(π²ħ²) and velocity v_F = ħk_F/m. The average of δ(qw−ω) over directions is 1/(2qv_F) if v < v_F. So

P = ½φ₀² G πω²/(2qv_F).

For a displacement amplitude u₀, φ₀ = Dqu₀ and the wave energy per volume is ½ρω²u₀². Their ratio is the decay rate:

P/(½ρω²u₀²) = πD²qG/(2ρv_F) = gD²m²q/(2πρħ³).

With q = ω/v this is Aω. One ħ³ remains, from the density of states of a Fermi gas.

Q: You hid screening inside D. Carriers flow to cancel any potential. Doesn't that destroy the linear law?

A: In a single valley it does, as long as the dopant ions are taken as fixed. Let the bare shift in valley i be D_i s, with s = ∇·u, and let φ be the potential energy made by the displaced charge. Equal valleys answer with density changes −Π(D_i s+φ), where Π is the static response of one valley. With U = e²/(ε₀ε_r q²) and D̄ the mean of D_i,

φ = −UΠ g(D̄s+φ), so φ = −(1−1/ε)D̄s, with ε = 1+gUΠ.

The coupling felt in valley i is then

D_i − D̄ + D̄/ε.

For long waves ε ≈ q_TF²/q², with q_TF² = e²G/(ε₀ε_r). In a single valley D̄/ε is all there is, so D² carries a factor q⁴ and the rate goes as ω⁵. In truth the charged dopants move with the lattice. Their density changes by −ns, where n is the carrier density, and at long waves the carriers must follow to keep the crystal neutral. A felt coupling C changes the carrier density by −GCs, so C = n/G = 2E_F/3 is left for a cold gas, and with it a weak linear law at the longest waves. In the silicon example below this is only 0.05 eV, and I neglect it. With several valleys the differences D_i−D̄ add to zero. They raise the local density of some valleys and lower that of others, without net charge, and so stay unscreened. In the sum over valleys the cross terms vanish:

Σ(D_i−D̄+D̄/ε)² = g[D_rms² + (D̄/ε)²],

where D_rms is the spread of the D_i about their mean. So the linear law survives at long waves, with D = D_rms.

Q: Give me numbers for a material where that matters.

A: Heavily doped n-type silicon, with n = 10²⁰ cm⁻³ in six valleys and q along [100]. The parameters are rough typical values: ρ = 2330 kg/m³, v = 8400 m/s, and valley masses 0.92 m_e along the axis and 0.19 m_e across it. First I replace each valley by a sphere with m = (0.92×0.19²)^{1/3} m_e = 0.321 m_e.

Uniaxial strain along [100] shifts the two valleys on that axis by Ξ_d+Ξ_u per unit strain and the other four by Ξ_d. I take Ξ_u = 9 eV and Ξ_d = 1 eV. The mean is 1+9/3 = 4 eV, and the deviations are +6 eV twice and −3 eV four times. So

D_rms = √[(2×36+4×9)/6] eV = √18 eV = 4.24 eV.

Each valley holds n/6 carriers, which gives

k_F = (3π²n/6)^{1/3} = 0.790 nm⁻¹, 2k_F = 1.58 nm⁻¹,

E_F = ħ²k_F²/2m = 74.0 meV, k_s = mv/ħ = 0.023 nm⁻¹.

The slope is A = 6D_rms²m²/(2πρvħ³) = 1.65×10⁻³. At q = 2k_F the frequency is ω/2π = 2.11 THz, and the linear law would give

Aω = 1.65×10⁻³ × 2π × 2.11×10¹² s⁻¹ = 21.9 ns⁻¹.

For finite T, μ follows from the fixed density, ∫√E f dE = (2/3)E_F^{3/2}, solved numerically: 74.0 meV at 20 K and 65.2 meV at 300 K. The rates in ns⁻¹ are

q/2k_F | Aω | 20 K | 300 K
0.25 | 5.5 | 5.5 | 5.0
0.50 | 10.9 | 10.9 | 9.4
0.75 | 16.4 | 16.4 | 11.7
1.00 | 21.9 | 10.7 | 9.1
1.10 | 24.1 | 0.01 | 6.8
1.25 | 27.4 | 0.00 | 3.4

Q: The cold column does what you said. The warm one hardly looks linear.

A: At 300 K, kT = 25.9 meV is about a third of E_F, so the gas is only weakly degenerate. Already at q/2k_F = 0.1, Φ is 0.92, and at 0.5 the rate is 14 % below the linear law. The half-height point is

q_half/2k_F = √(65.2/74.0 − (0.023/0.790)²) = 0.94,

against 1.00 at 20 K. The largest rate, found by scanning q, is 20 ns⁻¹ at 20 K and 11.7 ns⁻¹ at 300 K. If this were the phonon's only scattering, its path v τ at those peaks would be 0.41 µm and 0.72 µm.

Q: Real silicon valleys are long ellipsoids. Does your sphere survive that?

A: For a coupling that does not change with q the linear law does, the single cutoff does not. Let q lie along a principal axis with mass m_q, and let m₁ and m₂ be the other two masses. The delta function now gives m_q/(ħ²q), and the area across q is 2π√(m₁m₂)/ħ² per unit energy. So m² becomes

m_q√(m₁m₂) = m_q^{1/2} m_d^{3/2}, with m_d³ = m_q m₁m₂,

and E₋ contains m_q in place of m. At T = 0 the cutoff of each valley is centred near

2√(2m_qμ)/ħ = 2k_F√(m_q/m_d).

For the two valleys along q this is 2.67 nm⁻¹, for the other four 1.22 nm⁻¹. The total slope is 1.38 times that of the spheres, and the two valleys along q supply 81 % of it. With ellipsoids, then, a minor part of the cold rate ends near 1.22 nm⁻¹, and the major part lasts to about 2.67 nm⁻¹. The spherical cutoff at 1.58 nm⁻¹ should not be used as a prediction for silicon in this direction.

Q: And dopants scatter the carriers. You used plane waves throughout.

A: A real sample strains that assumption. A rough mobility at this doping is 90 cm²/Vs at room temperature. With the conductivity mass 3/(1/0.92+2/0.19) = 0.258 in units of m_e, the collision time is mobility × mass/e = 13 fs, and the path is l = (ħk_F/m) × 13.2 fs = 3.8 nm. Plane waves need ql > 1, so that a carrier sees at least part of a wavelength before it is scattered. For the spherical valleys ql is 6 at 2k_F, but it falls to 1 at q/2k_F = 0.17. In the two ellipsoids along q the carriers move more slowly in that direction, by the factor √(m_d/m_q) = 0.59. With the same collision time their path is only 2.2 nm, and ql = 1 lies at q/2k_F = 0.28. Below these values the linear law is not justified by this derivation. The change is gradual: at half of 2k_F, where ql is only 3 even for the spheres, collisions can still alter the rate by tens of per cent. The same paths suggest a blur of order 1/l in wavevector. For the spheres it is about 17 % of 2k_F, while the ideal cold rate falls over 6 %. For the valleys along q it is about 28 %, and there the heavier mass in k_s already spreads the ideal fall over 17 %. These are estimates, not a calculation. I would therefore expect no sharp cutoff in such a sample, even at 20 K, if the mobility stays similar.

Q: Is anything else of that size?

A: The mean shift D̄ is, near the cutoff. For a cold spherical valley, second-order perturbation theory gives Π ∝ Σ_k f/(E_{k+q}−E_k), taken as a principal value. The angular integral leaves a logarithm, and relative to q = 0, with x = q/2k_F,

F(x) = (1/2x) ∫₀¹ κ ln|(κ+x)/(κ−x)| dκ.

F(1) = ½, because the integral is then 1. With ε_r = 11.7 and G = 3n/2E_F, q_TF = 1.77 nm⁻¹, so at 2k_F

ε = 1 + ½(1.77/1.58)² = 1.63.

The mean shift then adds (4/1.63)²/18 = 34 % to the squared coupling. At half that wavevector, with F integrated numerically, ε = 5.6 and it adds 3 %. So for spherical valleys the linear law is nearly safe from it up to about half of 2k_F. Closer to the cutoff the mean shift lifts the spherical rate above the value found with D_rms alone. With ellipsoids the valleys respond unequally at finite q and the cross terms no longer cancel, so the change is larger and its sign depends on Ξ_d, which is poorly known. With Ξ_d = 1 eV the coupling felt in the two valleys along q climbs from 6 eV toward the bare 10 eV: the cold rate rises by 8 % at 1 THz, by a factor 1.6 at 1.58 nm⁻¹ and by 2.2 at 2.4 nm⁻¹. With Ξ_d = −6 eV it would instead be cut to about a quarter at those last two wavevectors.

Band curvature matters less than the mean shift near the cutoff, but more at half of 2k_F and below. Let E(1+αE) = ħ²k²/2m with a rough α = 0.5 eV⁻¹. The classical result has slope ∝ G/v_F, and both factors contain the Fermi-surface mass m(1+2αE), so the slope grows as its square. At fixed density k_F is unchanged, and the slope rises by 15 %, if the coupling itself is left as it was.

Q: So what may I rely on?

A: For long-lived carriers in equal spherical valleys, cold and degenerate with v < v_F, and for a coupling D that does not change with q, the rate is linear in ω up to 2k_F−2k_s and gone beyond 2k_F+2k_s. For this silicon example, rely only on the order of magnitude, 10 ns⁻¹ near 1 THz: the ellipsoids raise the cold spherical value to about 14 ns⁻¹, and collisions may raise it well above that, since ql is only about 1.7 there for the valleys along q. A relaxation-time estimate that conserves the carriers in each valley, with screening included, gives 20 to 30 ns⁻¹ for mobilities of 60 to 90 cm²/Vs. Expect a fall at wavevectors set by the carrier density and the valley masses, for scattering within valleys. Scattering between valleys is left out: along [100], wavevectors from about 0.8 nm⁻¹ upward can already join the two long ellipsoids through the zone boundary. Its sharpness belongs to the ideal gas.
